**Numerical test of the Dresselhaus-Kip-Kittel constants in a plane-wave model**

The program tests $L=F+2G$, $M=H_1+H_2$ and $N=F-G+H_1-H_2$ for the spinless $\Gamma_{25'}$ level of a diamond-structure crystal. $L,M,N$ are the constants of the $3\times3$ matrix quadratic in $\mathbf k$, without the free-electron term; $F,G,H_1,H_2$ are second-order momentum sums over remote $\Gamma_{2'},\Gamma_{12'},\Gamma_{15},\Gamma_{25}$ states. It builds the symmetry operators of a model lattice with round parameters and solves the Hamiltonian at $\mathbf k=0$ within each representation. It asserts that no other remote states couple and that the coupling tensor of each type has the form required by symmetry. It also asserts that $L,M,N$ from the sums agree with curvatures of directly diagonalized bands along [100] and [111], and that the isotropy condition $2H_1=3G$ holds in trial cases and that violating it makes the bands anisotropic. The output gives $L=-8.343$, $M=-4.606$ and $N=-10.217$ in units of $\hbar^2/2m$. At a general wave vector the largest band error falls by a factor 15.9 when $\mathbf k$ is halved, as expected of an error of order $k^4$.

## Verification by program

```python
"""Dresselhaus-Kip-Kittel matrix of the spinless Gamma25' level in diamond structure.
Result under test, for partners X, Y, Z (like yz, zx, xy):
  H_ij = (E0 + hbar^2 k^2/2m) delta_ij + D_ij,
  D_xx = L kx^2 + M (ky^2+kz^2),  D_xy = N kx ky, and cyclic,
  L = F + 2G,  M = H1 + H2,  N = F - G + H1 - H2.
F, G, H1, H2: second-order sums over remote Gamma2', Gamma12', Gamma15, Gamma25
states. L, M, N exclude the free-electron term. Inside the program they are in
units of hbar^2/2m, energies are in eV and wave vectors in units of 2 pi/a.
The sums are compared with bands from direct diagonalization of a plane-wave model.
"""
import itertools
import numpy as np
from scipy.constants import hbar, m_e, e as charge, pi

# ---------- model crystal: round parameters, origin on an atom ----------
a = 0.54e-9
form_factor = {3: -3.0, 8: 0.5, 11: 1.0}      # eV, keyed by |G|^2 in (2 pi/a)^2
cutoff = 24
kappa = 2 * pi / a
T0 = (hbar * kappa) ** 2 / (2 * m_e) / charge  # eV

waves = [g for g in itertools.product(range(-5, 6), repeat=3)
         if len({c % 2 for c in g}) == 1 and sum(c * c for c in g) <= cutoff]
index = {g: n for n, g in enumerate(waves)}
Gv = np.array(waves, dtype=float)
size = len(waves)

potential = np.zeros((size, size), dtype=complex)
for r, g in enumerate(waves):
    for c, h in enumerate(waves):
        q = [g[n] - h[n] for n in range(3)]
        v = form_factor.get(sum(x * x for x in q), 0.0)
        potential[r, c] = v * (1 + np.exp(-0.5j * pi * sum(q))) / 2


def hamiltonian(k):
    return potential + np.diag(T0 * np.sum((Gv + np.asarray(k)) ** 2, axis=1))


H0 = hamiltonian([0, 0, 0])

# ---------- symmetry operators: tetrahedral group and bond-centre inversion ----------


def operator(R):
    O = np.zeros((size, size))
    for g, n in index.items():
        O[index[tuple(int(x) for x in R @ np.array(g))], n] = 1
    return O


rotations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            R = np.zeros((3, 3), dtype=int)
            for row in range(3):
                R[row, perm[row]] = signs[row]
            rotations.append(R)
operators = [operator(R) for R in rotations]
inversion = np.zeros((size, size), dtype=complex)
for g, n in index.items():
    inversion[index[tuple(-x for x in g)], n] = np.exp(0.5j * pi * sum(g))
for O in operators + [inversion]:
    assert np.max(np.abs(O @ H0 - H0 @ O)) < 1e-9

# characters keyed by (determinant, trace) of the 3x3 operation
classes = [(1, 3), (1, 0), (1, -1), (-1, -1), (-1, 1)]
characters = {"A1": [1, 1, 1, 1, 1], "A2": [1, 1, 1, -1, -1],
              "E": [2, -1, 2, 0, 0], "T1": [3, 0, -1, 1, -1],
              "T2": [3, 0, -1, -1, 1]}
levels = {}
total = 0
for name, chi in characters.items():
    table = dict(zip(classes, chi))
    P = sum(table[(int(round(np.linalg.det(R))), int(np.trace(R)))] * O
            for R, O in zip(rotations, operators)) * chi[0] / 24
    for parity in (1, -1):
        PP = P @ (np.eye(size) + parity * inversion) / 2
        w, vec = np.linalg.eigh((PP + PP.conj().T) / 2)
        assert np.all(np.minimum(abs(w), abs(w - 1)) < 1e-9)
        B = vec[:, w > 0.5]
        total += B.shape[1]
        if B.shape[1]:
            en, u = np.linalg.eigh(B.conj().T @ H0 @ B)
            levels[(name, parity)] = (en, B @ u)
assert total == size

# ---------- the Gamma25' level and its partners X, Y, Z ----------
en, vec = levels[("T2", 1)]
E0 = en[:3].mean()
triple = vec[:, :3]
assert np.ptp(en[:3]) < 1e-9
assert np.allclose(np.linalg.eigvalsh(H0)[1:4], E0, atol=1e-9)
c2x, c2y, c2z = [operator(np.diag(d)) for d in
                 ([1, -1, -1], [-1, 1, -1], [-1, -1, 1])]
PX = triple.conj().T @ (np.eye(size) + c2x - c2y - c2z) @ triple / 4
w, u = np.linalg.eigh((PX + PX.conj().T) / 2)
assert np.allclose(w, [0, 0, 1], atol=1e-9)
X = triple @ u[:, 2]
c3 = operator(np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]]))
partners = np.array([X, c3 @ X, c3 @ c3 @ X]).T
assert np.allclose(partners.conj().T @ partners, np.eye(3), atol=1e-9)


def momentum(states):
    """<l|p_a|i> in units of hbar*kappa, array indices l, i, a."""
    return np.einsum("gl,ga,gi->lia", states.conj(), Gv, partners)


assert np.max(np.abs(momentum(partners))) < 1e-9     # no term linear in k

# ---------- selection rules and second-order sums ----------
remote = {"Gamma2'": ("A1", -1), "Gamma12'": ("E", -1),
          "Gamma15": ("T2", -1), "Gamma25": ("T1", -1)}
for key, (en, vec) in levels.items():
    if key not in remote.values():
        assert np.max(np.abs(momentum(vec))) < 1e-9

element = {"Gamma2'": (0, 1.0), "Gamma12'": (0, 0.5),
           "Gamma15": (1, 1.0), "Gamma25": (1, 1.0)}  # p component, prefactor
strength, lowest, share, tensor, first_p = {}, {}, {}, {}, {}
for name, key in remote.items():
    en, vec = levels[key]
    assert en.min() > E0
    p = momentum(vec)
    weight = 2 * (hbar * kappa) ** 2 / m_e / ((E0 - en) * charge)
    comp, pre = element[name]
    terms = pre * weight * np.abs(p[:, 0, comp]) ** 2
    low = en < en.min() + 1e-7
    strength[name] = terms.sum()
    lowest[name] = en.min() - E0
    share[name] = terms[low].sum() / terms.sum()
    first_p[name] = np.sqrt(np.sum(np.abs(p[low, 0, comp]) ** 2))
    tensor[name] = np.einsum("l,lia,ljb->iajb", weight, p.conj(), p)
F, G, H1, H2 = [strength[n] for n in remote]

# ---------- tensor form required by symmetry ----------
d = np.eye(3)
eps = np.zeros((3, 3, 3))
for i, j, k in itertools.permutations(range(3)):
    eps[i, j, k] = (i - j) * (j - k) * (k - i) / 2
diag = np.einsum("ia,jb->iajb", d, d)
shape = {"Gamma2'": diag,
         "Gamma12'": 3 * diag * (d - 1 / 3)[:, None, :, None],
         "Gamma15": np.einsum("iac,jbc->iajb", abs(eps), abs(eps)),
         "Gamma25": np.einsum("iac,jbc->iajb", eps, eps)}
tensor_error = max(np.max(np.abs(tensor[n] - strength[n] * shape[n]))
                   for n in remote)
assert tensor_error < 1e-8


# ---------- L, M, N and comparison with directly diagonalized bands ----------
def constants(f, g, h1, h2):
    return f + 2 * g, h1 + h2, f - g + h1 - h2


def dkk_levels(k, L, M, N):
    k = np.asarray(k, dtype=float)
    D = N * np.outer(k, k)
    np.fill_diagonal(D, L * k ** 2 + M * (k @ k - k ** 2))
    return np.linalg.eigvalsh(D + (k @ k) * np.eye(3))


def exact_levels(k):
    return np.linalg.eigvalsh(hamiltonian(k))[1:4] - E0


L, M, N = constants(F, G, H1, H2)


def single_and_double(direction):
    """Curvatures without the free term, extrapolated to k = 0."""
    unit = np.array(direction) / np.linalg.norm(direction)
    out = []
    for h in (0.01, 0.005):
        q = exact_levels(h * unit) / (T0 * h * h) - 1
        if q[1] - q[0] < q[2] - q[1]:
            single, pair = q[2], q[:2]
        else:
            single, pair = q[0], q[1:]
        assert np.ptp(pair) < 1e-6
        out.append([single, pair.mean()])
    return (4 * np.array(out[1]) - np.array(out[0])) / 3


L_band, M_band = single_and_double([1, 0, 0])
s111, d111 = single_and_double([1, 1, 1])
N_band = s111 - d111
assert np.allclose([L_band, M_band, N_band], [L, M, N], rtol=1e-4, atol=1e-4)
s_formula, d_formula = (L + 2 * M + 2 * N) / 3, (L + 2 * M - N) / 3
assert np.allclose([s111, d111], [s_formula, d_formula], rtol=1e-4, atol=1e-4)

k_general = np.array([0.012, 0.008, 0.004])
exact = exact_levels(k_general)
model = T0 * dkk_levels(k_general, L, M, N)
err = np.max(np.abs(exact - model))
err_half = np.max(np.abs(exact_levels(k_general / 2)
                         - T0 * dkk_levels(k_general / 2, L, M, N)))
assert abs(err / err_half - 16) < 0.5                # error of order k^4

# ---------- isotropy holds exactly when 2 H1 = 3 G ----------
n1, n2 = np.array([1, 0, 0]), np.array([3, 2, 1]) / np.sqrt(14)
for f, h1, h2 in [(-4.0, -3.0, -0.5), (-1.0, -6.0, -2.0)]:
    iso = constants(f, 2 * h1 / 3, h1, h2)
    assert np.allclose(dkk_levels(n1, *iso), dkk_levels(n2, *iso), atol=1e-12)
    off = constants(f, 0.3 * h1, h1, h2)
    assert np.max(np.abs(dkk_levels(n1, *off) - dkk_levels(n2, *off))) > 1e-2

# ---------- printed numbers ----------
unit = hbar ** 2 / (2 * m_e)
print(f"cube edge a = {a * 1e9:.2f} nm")
for g2, v in form_factor.items():
    print(f"form factor at |G|^2 = {g2} (2pi/a)^2: {v:.1f} eV")
print(f"plane waves: {size}, cutoff |G|^2 = {cutoff} (2pi/a)^2")
print(f"hbar^2 (2pi/a)^2 / 2m = {T0:.4f} eV")
for n in remote:
    print(f"{n}: lowest level above E0 = {lowest[n]:.4f} eV")
    print(f"  its share of the sum = {100 * share[n]:.2f} percent")
    print(f"  root of its summed |<X|p|l>|^2 = {first_p[n]:.4f} hbar 2pi/a")
for n, v in zip(("F", "G", "H1", "H2"), (F, G, H1, H2)):
    print(f"{n} = {v:.5f} hbar^2/2m")
for n, v, b in zip("LMN", (L, M, N), (L_band, M_band, N_band)):
    print(f"{n} from sums = {v:.5f}, from bands = {b:.5f} hbar^2/2m")
    print(f"  {n} = {v * unit:.4e} J m^2")
print(f"largest error of the tensor forms = {tensor_error:.1e} hbar^2/2m")
print(f"2 H1 - 3 G = N - L + M = {2 * H1 - 3 * G:.5f} hbar^2/2m")
print(f"[111] single coefficient without free term = {s_formula:.5f} hbar^2/2m")
print(f"[111] double coefficient without free term = {d_formula:.5f} hbar^2/2m")
for label, v in (("[100] single", L), ("[100] double", M),
                 ("[111] single", s_formula), ("[111] double", d_formula)):
    print(f"hole mass {label} = {-1 / (1 + v):.4f} m")
print("general k =", k_general, "2pi/a")
for n in range(3):
    print(f"  band {n + 1}: direct {exact[n] * 1e3:.5f} meV, "
          f"matrix {model[n] * 1e3:.5f} meV")
print(f"largest error at k = {err * 1e3:.3e} meV")
print(f"largest error at k/2 = {err_half * 1e3:.3e} meV")
print(f"error ratio = {err / err_half:.3f}")
print("success")
```

Printed output:

```
cube edge a = 0.54 nm
form factor at |G|^2 = 3 (2pi/a)^2: -3.0 eV
form factor at |G|^2 = 8 (2pi/a)^2: 0.5 eV
form factor at |G|^2 = 11 (2pi/a)^2: 1.0 eV
plane waves: 137, cutoff |G|^2 = 24 (2pi/a)^2
hbar^2 (2pi/a)^2 / 2m = 5.1582 eV
Gamma2': lowest level above E0 = 3.3214 eV
  its share of the sum = 99.83 percent
  root of its summed |<X|p|l>|^2 = 1.0277 hbar 2pi/a
Gamma12': lowest level above E0 = 8.1075 eV
  its share of the sum = 99.96 percent
  root of its summed |<X|p|l>|^2 = 0.8341 hbar 2pi/a
Gamma15: lowest level above E0 = 3.4186 eV
  its share of the sum = 99.83 percent
  root of its summed |<X|p|l>|^2 = 0.8693 hbar 2pi/a
Gamma25: lowest level above E0 = 27.8780 eV
  its share of the sum = 99.40 percent
  root of its summed |<X|p|l>|^2 = 0.2253 hbar 2pi/a
F = -6.57167 hbar^2/2m
G = -0.88576 hbar^2/2m
H1 = -4.56842 hbar^2/2m
H2 = -0.03778 hbar^2/2m
L from sums = -8.34318, from bands = -8.34318 hbar^2/2m
  L = -5.0929e-38 J m^2
M from sums = -4.60620, from bands = -4.60620 hbar^2/2m
  M = -2.8117e-38 J m^2
N from sums = -10.21654, from bands = -10.21652 hbar^2/2m
  N = -6.2364e-38 J m^2
largest error of the tensor forms = 4.1e-14 hbar^2/2m
2 H1 - 3 G = N - L + M = -6.47956 hbar^2/2m
[111] single coefficient without free term = -12.66289 hbar^2/2m
[111] double coefficient without free term = -2.44635 hbar^2/2m
hole mass [100] single = 0.1362 m
hole mass [100] double = 0.2773 m
hole mass [111] single = 0.0857 m
hole mass [111] double = 0.6914 m
general k = [0.012 0.008 0.004] 2pi/a
  band 1: direct -12.38430 meV, matrix -12.43465 meV
  band 2: direct -3.37829 meV, matrix -3.38205 meV
  band 3: direct -1.00116 meV, matrix -1.00125 meV
largest error at k = 5.036e-02 meV
largest error at k/2 = 3.165e-03 meV
error ratio = 15.909
success
```
